# Langevin Saturation of an Independent Molecular Dipole: verification in Python

```python
"""Langevin saturation of one independent, rigid, classical dipole.

Result under test: with x = p E / (k T), the mean cosine between dipole and
field is L(x) = coth(x) - 1/x, and it lies below linear response x/3 by the
fraction s = 1 - 3 L/x = x^2/15 - 2 x^4/315 + ...
For p = 1.85 debye, E = 1e8 V/m, T = 300 K, s is about 0.15 percent.

p: dipole moment, E: field on the molecule, T: temperature, c: cosine.
Energies are in eV, lengths in angstrom, charges in units of e.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad


def integral(function):
    return quad(function, -1.0, 1.0, epsabs=1e-13, epsrel=1e-13)[0]


def mean_cosine(x, y=0.0):
    """Boltzmann average of c with weight exp(x c + y c^2)."""
    top = integral(lambda c: c * np.exp(x * c + y * c * c))
    bottom = integral(lambda c: np.exp(x * c + y * c * c))
    return top / bottom


def langevin(x):
    return 1 / np.tanh(x) - 1 / x


def langevin_slope(x):
    return 1 / x**2 - 1 / np.sinh(x)**2


def rotor_mean_cosine(x, b, lmax):
    """Thermal mean cosine of a quantum linear rotor; b = B/(kT)."""
    partition, weighted = 0.0, 0.0
    for m in range(lmax + 1):
        l = np.arange(m, lmax + 1, dtype=float)
        upper = l[1:]
        coupling = np.sqrt((upper**2 - m**2) / (4 * upper**2 - 1))
        cosine = np.diag(coupling, 1) + np.diag(coupling, -1)
        energy, states = np.linalg.eigh(np.diag(b * l * (l + 1)) - x * cosine)
        weight = np.exp(-energy) * (1 if m == 0 else 2)
        expectation = np.sum(states * (cosine @ states), axis=0)
        partition += weight.sum()
        weighted += np.dot(weight, expectation)
    return weighted / partition


# Inputs and conversion
dipole_debye = 1.85
field_si = 1.0e8
temperature = 300.0
debye_in_e_angstrom = 1e-21 / const.c / const.e * 1e10
dipole = dipole_debye * debye_in_e_angstrom
field = field_si * 1e-10
kT = const.k * temperature / const.e
dipole_energy = dipole * field
x = dipole_energy / kT

# Closed forms against quadrature, from weak to strong field
for trial in (x, 10 * x, 8.0):
    z = 0.5 * integral(lambda c: np.exp(trial * c))
    assert abs(z / (np.sinh(trial) / trial) - 1) < 1e-11
    assert abs(mean_cosine(trial) - langevin(trial)) < 1e-11
    h = 1e-3
    difference = (mean_cosine(trial + h) - mean_cosine(trial - h)) / (2 * h)
    assert abs(difference - langevin_slope(trial)) < 1e-7

# Expansion from the moments of a uniformly distributed cosine
t = sp.symbols("t")


def moment(n):
    return sp.Rational(1, n + 1) if n % 2 == 0 else sp.Integer(0)


top = sum(moment(k + 1) * t**k / sp.factorial(k) for k in range(8))
bottom = sum(moment(k) * t**k / sp.factorial(k) for k in range(8))
expansion = sp.series(top / bottom, t, 0, 6).removeO()
claimed = t / 3 - t**3 / 45 + 2 * t**5 / 945
assert sp.expand(expansion - claimed) == 0

# Saturation in the example
orientation = langevin(x)
linear = x / 3
shortfall = 1 - mean_cosine(x) / linear
leading = x**2 / 15
next_term = 2 * x**4 / 315
slope_shortfall = 1 - 3 * langevin_slope(x)
slope_leading = x**2 / 5
strong_shortfall = 1 - 3 * langevin(10 * x) / (10 * x)
assert abs(shortfall - (leading - next_term)) < 1e-7
assert abs(slope_shortfall - (slope_leading - 2 * x**4 / 63)) < 1e-6
assert abs(100 * shortfall - 0.15) < 0.005
assert strong_shortfall < 100 * leading

# Quantum rotation: rough constant for the motions that tip the dipole
rotational_constant = 2.3e-3
b = rotational_constant / kT
small = x / 100
quantum_slope = rotor_mean_cosine(small, b, 30) / small
quantum_shift = 1 - 3 * quantum_slope
quantum_shortfall = 1 - rotor_mean_cosine(x, b, 30) / x / quantum_slope
levels = np.arange(31)
free_partition = np.sum((2 * levels + 1) * np.exp(-b * levels * (levels + 1)))
# Only the lowest free level has a net linear response after summing over m.
assert abs(quantum_slope - 1 / (3 * b * free_partition)) < 1e-6
near_classical_shift = 1 - 3 * rotor_mean_cosine(small, b / 10, 75) / small
assert 9 < quantum_shift / near_classical_shift < 11
assert abs(quantum_shortfall / shortfall - 1) < 0.1
assert quantum_shift > shortfall

# Electronic polarizability, rough volumes in cubic angstrom
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
polarizability = 1.5
anisotropy = 0.2
induced_ratio = polarizability * field / coulomb / (dipole * orientation)
y = anisotropy * field**2 / (2 * coulomb * kT)
anisotropy_change = mean_cosine(x, y) / mean_cosine(x) - 1
assert abs(anisotropy_change) < shortfall / 50

# Neighbours in dilute vapour and at a rough liquid spacing
pressure_torr = 1.0
density = pressure_torr * const.torr / (const.k * temperature) * 1e-30
virial_size = 2000.0
pairing = density * virial_size
local_field = 4 * np.pi * coulomb * density * dipole**2 / (9 * kT)
liquid_spacing = 3.1
liquid_coupling = coulomb * dipole**2 / liquid_spacing**3 / kT
assert pairing < shortfall / 10 and local_field < shortfall / 10
assert liquid_coupling > 1

# Breakdown and tunnelling in a narrow gap, with rough data
gap_nm = 1000.0
voltage = field * gap_nm * 10
cross_section = 10.0
collisions = density * cross_section * gap_nm * 10
work_function = 4.5
barrier = np.sqrt(2 * const.m_e * (work_function * const.e)**3)
tunnel_exponent = 4 * barrier / (3 * const.hbar * const.e * field_si)
assert collisions < 0.1 and tunnel_exponent / 10 > 40

print(f"Dipole moment: {dipole_debye:.2f} debye = {dipole:.4f} e angstrom")
print(f"Field: {field_si/1e8:.1f} MV/cm = {field:.3f} V/angstrom")
print(f"Temperature: {temperature:.0f} K")
print(f"Dipole energy pE: {dipole_energy:.6f} eV")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Ratio x = pE/kT: {x:.5f} (no unit)")
print(f"Mean cosine, Langevin: {orientation:.6f} (no unit)")
print(f"Mean cosine, linear response x/3: {linear:.6f} (no unit)")
print(f"Mean moment along field: {dipole*orientation:.5f} e angstrom")
print(f"Shortfall of orientation: {100*shortfall:.4f} percent")
print(f"Leading estimate x^2/15: {100*leading:.4f} percent")
print(f"Next term 2x^4/315: {100*next_term:.5f} percent")
print(f"Shortfall of incremental response: {100*slope_shortfall:.4f} percent")
print(f"Leading estimate x^2/5: {100*slope_leading:.4f} percent")
print(f"Ten times the field: {10*field_si/1e8:.0f} MV/cm, x = {10*x:.4f}")
print(f"  shortfall there, closed form: {100*strong_shortfall:.2f} percent")
print(f"  shortfall there, x^2/15: {100*100*leading:.2f} percent")
print("Neglected effects, from rough data:")
print(f"Rotational constant: {1000*rotational_constant:.1f} meV")
print(f"Quantum lowering of linear response: {100*quantum_shift:.2f} percent")
print(f"  with constant ten times smaller: {100*near_classical_shift:.3f} percent")
print(f"Quantum rotor's own saturation: {100*quantum_shortfall:.4f} percent")
print(f"Polarizability volume: {polarizability:.1f} angstrom^3")
print(f"Induced / mean permanent moment: {100*induced_ratio:.1f} percent")
print(f"Polarizability anisotropy: {anisotropy:.1f} angstrom^3")
print(f"Orientation change from it: {100*anisotropy_change:.5f} percent")
print(f"Vapour pressure chosen: {pressure_torr:.1f} Torr")
print(f"Vapour number density: {density:.3e} per angstrom^3")
print(f"Second virial coefficient, size: {virial_size:.0f} angstrom^3")
print(f"Pairing estimate: {100*pairing:.4f} percent")
print(f"Local-field correction: {100*local_field:.5f} percent")
print(f"Liquid spacing: {liquid_spacing:.1f} angstrom")
print(f"Dipole coupling / kT in liquid: {liquid_coupling:.2f} (no unit)")
print(f"Gap: {gap_nm:.0f} nm; voltage: {voltage:.0f} V")
print(f"Electron cross section: {cross_section:.0f} angstrom^2")
print(f"Collisions per electron crossing: {collisions:.4f} (no unit)")
print(f"Electrode work function: {work_function:.1f} eV")
print(f"Tunnelling exponent, smooth metal: {tunnel_exponent:.0f} (no unit)")
print(f"  with tenfold local field: {tunnel_exponent/10:.0f} (no unit)")
print("verified")
```

Printed output:

```
Dipole moment: 1.85 debye = 0.3852 e angstrom
Field: 1.0 MV/cm = 0.010 V/angstrom
Temperature: 300 K
Dipole energy pE: 0.003852 eV
Thermal energy kT: 0.025852 eV
Ratio x = pE/kT: 0.14899 (no unit)
Mean cosine, Langevin: 0.049589 (no unit)
Mean cosine, linear response x/3: 0.049662 (no unit)
Mean moment along field: 0.01910 e angstrom
Shortfall of orientation: 0.1477 percent
Leading estimate x^2/15: 0.1480 percent
Next term 2x^4/315: 0.00031 percent
Shortfall of incremental response: 0.4424 percent
Leading estimate x^2/5: 0.4439 percent
Ten times the field: 10 MV/cm, x = 1.4899
  shortfall there, closed form: 12.24 percent
  shortfall there, x^2/15: 14.80 percent
Neglected effects, from rough data:
Rotational constant: 2.3 meV
Quantum lowering of linear response: 2.93 percent
  with constant ten times smaller: 0.296 percent
Quantum rotor's own saturation: 0.1433 percent
Polarizability volume: 1.5 angstrom^3
Induced / mean permanent moment: 5.5 percent
Polarizability anisotropy: 0.2 angstrom^3
Orientation change from it: 0.00071 percent
Vapour pressure chosen: 1.0 Torr
Vapour number density: 3.219e-08 per angstrom^3
Second virial coefficient, size: 2000 angstrom^3
Pairing estimate: 0.0064 percent
Local-field correction: 0.00037 percent
Liquid spacing: 3.1 angstrom
Dipole coupling / kT in liquid: 2.77 (no unit)
Gap: 1000 nm; voltage: 100 V
Electron cross section: 10 angstrom^2
Collisions per electron crossing: 0.0032 (no unit)
Electrode work function: 4.5 eV
Tunnelling exponent, smooth metal: 652 (no unit)
  with tenfold local field: 65 (no unit)
verified
```
